\section*{Recombination through midgap interface traps and its peak at equal densities}

In a model wide-gap diode held at a forward bias of 2.6 V, interface traps carry a recombination current of 1.79 mA/cm$^2$ when the surface holds $2.2\times10^{14}$ electrons and as many holes per cubic centimetre. Moving the surface potential by 50 mV in either direction reduces this current to 28\% of its value, although the bias, the traps and the product of the two densities are unchanged. One carrier has become about seven times more plentiful and the other seven times scarcer. The loss follows from the way a trap works: it must capture one carrier of each kind in turn, and the scarcer kind sets the pace.

Let there be $N$ traps per unit area, all with the same level $E_t$, each able to hold one extra electron. A fraction $f$ of them is full. The electron and hole densities at the surface are $n$ and $p$, and both are low enough for Boltzmann statistics:
\begin{equation}
n=N_c e^{-(E_c-E_F)/kT},\qquad p=N_v e^{-(E_F-E_v)/kT}
\end{equation}
in equilibrium, where $E_c$ and $E_v$ are the band edges at the surface, $N_c$ and $N_v$ the effective densities of states, and $E_F$ the Fermi level. An empty trap captures an electron at the rate $cn$, and a full trap captures a hole at the rate $cp$. The coefficient $c$, a volume per time, is taken to be the same for both. The traps do not interact, so these rates do not depend on the state of neighbouring traps.

The reverse processes are fixed by equilibrium. If the full trap has $g$ times as many states as the empty one, the grand-canonical weights of the two charge states give
\begin{equation}
\frac{f}{1-f}=g\,e^{(E_F-E_t)/kT}.
\end{equation}
In equilibrium each process is balanced by its own reverse. Let a full trap emit its electron to the conduction band at the rate $e_n$. Then $e_nf=cn(1-f)$, and
\begin{equation}
e_n=cn\,\frac{1-f}{f}=c\,\frac{N_c}{g}\,e^{-(E_c-E_t)/kT}\equiv c\,n_1 .
\end{equation}
The Fermi level has cancelled, so $e_n$ is a property of the trap. An empty trap emits a hole, that is, takes an electron from the valence band, at a rate $e_p$ with $e_p(1-f)=cpf$:
\begin{equation}
e_p=cp\,\frac{f}{1-f}=c\,gN_v\,e^{-(E_t-E_v)/kT}\equiv c\,p_1 .
\end{equation}
In the product of $n_1$ and $p_1$ both $g$ and $E_t$ drop out:
\begin{equation}
n_1p_1=N_cN_v\,e^{-(E_c-E_v)/kT}=n_i^2 ,
\end{equation}
where $n_i$ is the intrinsic density. A midgap trap is here one for which the two emission rates are equal, so that $n_1=p_1=n_i$. Setting $n_1=n_i$ and solving for the level gives
\begin{equation}
E_t=\frac{E_c+E_v}{2}+\frac{kT}{2}\ln\frac{N_v}{N_c}+kT\ln g .
\end{equation}
This lies near the geometric middle of the gap but need not coincide with it.

Under bias the electrons and holes are no longer in equilibrium with each other. Each band is still assumed to be thermalized at the lattice temperature, and the emission rates are assumed to keep their equilibrium values. The net captures per trap are then
\begin{align}
R_n&=c\,[\,n(1-f)-n_if\,],\\
R_p&=c\,[\,pf-n_i(1-f)\,].
\end{align}
Electron capture fills traps and hole capture empties them, so
\begin{equation}
\frac{df}{dt}=R_n-R_p=c\,[\,(n+n_i)-(n+p+2n_i)f\,].
\end{equation}
At fixed $n$ and $p$ this is a linear equation. Any initial occupancy relaxes exponentially, with time constant $\tau$, to the steady value $f_s$:
\begin{equation}
\tau=\frac{1}{c(n+p+2n_i)},\qquad f_s=\frac{n+n_i}{n+p+2n_i}.
\end{equation}

In the steady state $R_n=R_p$, and either one multiplied by $N$ is the recombination rate $U$ per unit area. Writing $R_n=c[n-(n+n_i)f]$ and inserting $f_s$ gives
\begin{align}
R_n&=c\,\frac{n(n+p+2n_i)-(n+n_i)^2}{n+p+2n_i}\nonumber\\
&=c\,\frac{n^2+np+2nn_i-n^2-2nn_i-n_i^2}{n+p+2n_i}.
\end{align}
The terms in $n^2$ and $nn_i$ cancel, which leaves
\begin{equation}
U=cN\,\frac{np-n_i^2}{n+p+2n_i}.
\end{equation}
The hole flux $R_p=c[(p+n_i)f-n_i]$ has the numerator $(p+n_i)(n+n_i)-n_i(n+p+2n_i)=np-n_i^2$, the same as it must be. The sign of $U$ is that of $np-n_i^2$: an excess of carriers recombines, a deficit is made up by generation, and in equilibrium the net rate is zero.

Now hold the product $np=P$ fixed. The numerator is then constant, and the densities enter through their sum alone. Since $\sqrt n\sqrt p=\sqrt P$,
\begin{equation}
n+p=2\sqrt P+(\sqrt n-\sqrt p)^2 .
\end{equation}
The square is zero at $n=p=\sqrt P$ and positive elsewhere. For $P>n_i^2$ the rate therefore has a single maximum, at equal densities. Its height follows by factoring the numerator:
\begin{equation}
U_{\max}=cN\,\frac{(\sqrt P-n_i)(\sqrt P+n_i)}{2(\sqrt P+n_i)}=\frac{cN}{2}(\sqrt P-n_i).
\end{equation}
For $P<n_i^2$ the numerator is negative, and the smallest denominator gives the largest net generation, again at $n=p$. For $P=n_i^2$ the rate vanishes for every pair of densities, and there is no peak.

The result has a simple reading when emission is negligible, $\sqrt P\gg n_i$. A trap waits a mean time $1/(cn)$ for an electron and then $1/(cp)$ for a hole. One complete cycle takes
\begin{equation}
\frac{1}{cn}+\frac{1}{cp}=\frac{n+p}{cP},
\end{equation}
and $U$ is $N$ divided by this time. At fixed product, shortening one wait by some factor lengthens the other by the same factor, and the sum is least when the two are equal.

The product is fixed by the bias. If electrons and holes have separate quasi-Fermi levels a distance $qV$ apart, the Boltzmann factors give $P=n_i^2e^{qV/kT}$, whatever the position of the bands between them. A gate over the interface shifts the bands at the surface and so changes the ratio $n/p$. Let $\delta$ be the downward shift of the surface bands, as an energy, measured from the point of equal densities. Then
\begin{equation}
n=\sqrt P\,e^{\delta/kT},\qquad p=\sqrt P\,e^{-\delta/kT},
\end{equation}
and $n+p=2\sqrt P\cosh(\delta/kT)$. Dividing the rate by its maximum gives
\begin{equation}
\frac{U}{U_{\max}}=\frac{\sqrt P+n_i}{\sqrt P\cosh(\delta/kT)+n_i}.
\end{equation}
The curve is symmetric in $\delta$. It falls to one half where $\sqrt P\cosh(\delta/kT)+n_i=2\sqrt P+2n_i$, so its full width at half maximum is
\begin{equation}
w=2kT\,\mathrm{arccosh}\!\left(2+\frac{n_i}{\sqrt P}\right).
\end{equation}

Three regimes follow. Under strong forward bias $n_i/\sqrt P\to0$ and $w\to2.63\,kT$. For $|\delta|\gg kT$ the curve then falls as $2e^{-|\delta|/kT}$, which means that $U$ approaches $cN$ times the smaller density. Near zero bias $\sqrt P\approx n_i$, and the width is $2kT\,\mathrm{arccosh}\,3=3.53\,kT$, because emission now shares in emptying and filling the traps. Under strong reverse bias $n_i/\sqrt P=e^{q|V|/2kT}$ is large. With $\mathrm{arccosh}\,z\approx\ln 2z$ the width becomes $q|V|+2kT\ln2$: the peak has turned into a plateau of generation at the rate $cNn_i/2$, limited by emission.

The diode of the opening has a gap of $E_g=3.2$ eV at 300 K, where $kT=25.85$ meV, with $N_c=2\times10^{19}$ and $N_v=3\times10^{19}$ cm$^{-3}$. Its intrinsic density is $3.2\times10^{-8}$ cm$^{-3}$, or one carrier in about 30 m$^3$. This number is a statistical parameter that sets emission rates, not a count of carriers in a device. It is safer to combine the exponents before evaluating the density at the peak:
\begin{align}
\sqrt P&=\sqrt{N_cN_v}\;e^{-(E_g-qV)/2kT}\nonumber\\
&=2.45\times10^{19}\,e^{-0.6/0.0517}\ \mathrm{cm^{-3}}
=2.2\times10^{14}\ \mathrm{cm^{-3}}.
\end{align}
With $N=10^{11}$ cm$^{-2}$ and $c=10^{-9}$ cm$^3$/s the product $cN$ is 100 cm/s, and
\begin{equation}
U_{\max}=\tfrac12(100)(2.235\times10^{14})=1.12\times10^{16}\ \mathrm{cm^{-2}\,s^{-1}} .
\end{equation}
Multiplication by the elementary charge gives the 1.79 mA/cm$^2$ quoted above. At a shift of 50 meV, $\cosh(50/25.85)=3.53$, and the rate is $1/3.53=0.283$ of its maximum. At 100 meV it is 0.042. The full width is 68 meV.

The high forward bias makes emission irrelevant here, since $n_i/\sqrt P=e^{-qV/2kT}$ is about $10^{-22}$. It also supplies enough carriers for the traps to reach a steady state quickly. At the peak $\tau=2.2\ \mu$s, so a gate sweep that is slow on this scale keeps the traps in step. With $n=p=n_i$ the same traps would need $8\times10^{15}$ s, some 240 million years. The generation plateau under reverse bias, which the formula puts at $cNn_i/2\approx1.6\times10^{-6}$ cm$^{-2}$ s$^{-1}$, is therefore out of reach at this temperature: the steady state it presupposes would not be established.

The position of the peak rests on the equality of the capture coefficients and not on the level being midgap. To see this, let the coefficients be $c_n$ and $c_p$ and leave $n_1$ and $p_1$ general. The balance of filling and emptying gives
\begin{equation}
f_s=\frac{c_nn+c_pp_1}{c_n(n+n_1)+c_p(p+p_1)} .
\end{equation}
The numerator of $1-f_s$ is $c_nn_1+c_pp$. In the electron flux $c_n[n(1-f_s)-n_1f_s]$ the terms in $c_nnn_1$ cancel, and with $n_1p_1=n_i^2$
\begin{equation}
U=N\,\frac{c_nc_p\,(np-n_i^2)}{c_n(n+n_1)+c_p(p+p_1)} .
\end{equation}
At fixed $P$ the variable part of the denominator is
\begin{equation}
c_nn+c_pp=2\sqrt{c_nc_pP}+\left(\sqrt{c_nn}-\sqrt{c_pp}\right)^2 ,
\end{equation}
so the peak lies at $c_nn=c_pp$, which means at
\begin{equation}
\delta=\frac{kT}{2}\ln\frac{c_p}{c_n}.
\end{equation}
The level enters through the constants $n_1$ and $p_1$, which affect the height but not the position. For equal coefficients the height is largest at midgap, because $n_1+p_1\ge2n_i$ when the product of the two is fixed.

Suppose $c_n/c_p=100$ with the geometric mean still $10^{-9}$ cm$^3$/s. The peak moves by $-59.5$ meV, nearly its own width. Its height stays the same, because with emission negligible it is $N\sqrt{c_nc_pP}/2$. At $n=p$, however, the rate is $2/(10+0.1)=0.198$ of the maximum. A measured peak thus marks equal capture rates, and it marks equal densities if the coefficients are known to be equal. Its height yields the product $N\sqrt{c_nc_p}$ and not $N$ by itself.

Interface levels are often spread over the gap. Let there be a uniform density $D_t$ of them per area and energy, all with the same $c$ for both carriers. A level at energy $\varepsilon$ from the midgap position has $n_1+p_1=2n_i\cosh(\varepsilon/kT)$. Each level has its maximum at $n=p$, and so has their sum. Relative to a midgap trap, the level contributes
\begin{equation}
\frac{\sqrt P+n_i}{\sqrt P+n_i\cosh(\varepsilon/kT)}\approx\frac{1}{1+e^{(|\varepsilon|-\varepsilon_0)/kT}},
\end{equation}
where the second form holds for $\sqrt P\gg n_i$ and
\begin{equation}
\varepsilon_0=kT\ln\frac{2\sqrt P}{n_i}=\frac{qV}{2}+kT\ln2 .
\end{equation}
This is a step of the Fermi type on either side of midgap, with the area $2\varepsilon_0=qV+2kT\ln2$. Here the area is 2.64 eV, and the steps, at 1.32 eV from midgap, lie inside the band edges at about 1.6 eV. A uniform density of $10^{11}$ cm$^{-2}$ eV$^{-1}$ would therefore carry 2.64 times the current of the single level, as long as $P$ is maintained.

Maintaining $P$ requires a supply of holes. Take an n-type layer with $N_d=10^{16}$ cm$^{-3}$ electrons in its bulk, and let holes enter from an emitter below the surface and travel to the interface along $x$. The upward band bending, in units of $kT$, is $u(x)$. With a flat electron quasi-Fermi level $n=N_de^{-u}$, and the hole flux, equal to $U$ if none are lost on the way, is
\begin{equation}
U=-D\frac{dp}{dx}+Dp\frac{du}{dx},
\end{equation}
where $D$ is the hole diffusion constant. The second term is the drift of holes toward the surface. Since $dn/dx=-n\,du/dx$,
\begin{equation}
\frac{d(np)}{dx}=n\left(\frac{dp}{dx}-p\frac{du}{dx}\right)=-\frac{U}{D}\,n .
\end{equation}
The product thus drops by $(U/D)\int n\,dx$ between emitter and surface. Most of the loss occurs where electrons are plentiful and holes scarce. For a hole mobility of 100 cm$^2$/Vs, $D=2.59$ cm$^2$/s, and the bulk hole density is $P/N_d=5.0\times10^{12}$ cm$^{-3}$. A neutral stretch of 600 nm costs the fraction
\begin{equation}
\frac{(1.12\times10^{16})(6\times10^{-5})}{(2.59)(5.0\times10^{12})}=0.052
\end{equation}
of the product. The bent region, counted from where the bending reaches $10^{-4}\,kT$, brings the whole path to 1.02 $\mu$m and the lost fraction to 0.081. The loss is itself proportional to $U$, and $U_{\max}$ varies as the square root of the product at the surface. With $\int n\,dx$ held fixed, the reduced rate $rU_{\max}$ obeys $r=\sqrt{1-0.081\,r}$, which gives $r=0.96$.

Four per cent is a mild correction, but the margin is narrow. Because $U_{\max}\propto\sqrt P$, the fractional loss computed from the ideal rate varies as $cN/\sqrt P$. Lowering the bias by 0.1 V divides $\sqrt P$ by 6.9 and raises that loss to about 0.56 at fixed $\int n\,dx$, or 0.54 once the deeper bending is included; ten times as many traps raise it to about 0.8. In either case the surface no longer sees the product set by the emitter, and the simple height formula fails.

The gate also has to bend the bands from $N_d$ down to $n=\sqrt P$, by $kT\ln(N_d/\sqrt P)=98$ meV. For a relative permittivity of 10 the surface field is then 0.016 MV/cm, less than 1\% of a rough breakdown field of 2.5 MV/cm. Even so, electrons can tunnel through the top of this small barrier instead of climbing it. An electron at an energy $ukT$ below the band edge at the surface has the larger Boltzmann weight $e^u$ but must cross a triangular barrier. The relative gain in electron capture is estimated as
\begin{equation}
\Gamma=\int_0^{u_s}e^{\,u-Ku^{3/2}}\,du,\qquad
K=\frac{4\sqrt{2m}\,(kT)^{3/2}}{3\hbar qF},
\end{equation}
where $u_s$ is the bending at the surface, $F$ the surface field, taken as uniform, and $m$ the tunnelling mass. With 0.4 electron masses this estimate gives 21\%. A gain of that size, taken alone, would act like a larger $c_n$: the peak would rise by 10\% and move by $-2.5$ meV. This semiclassical estimate is unreliable for so low a barrier, and it leaves out the holes. Capture follows the local carrier density, and a solution of the Schr\"odinger equation in the bent band, with the oxide as a hard wall, raises the electron density next to the wall by only 11\%. The same field lowers the hole density there by 5 to 10\% for hole masses from 1.75 down to 0.4 electron masses, because both carriers sample the potential a nanometre or two inside the semiconductor. The peak then still moves by $-2$ to $-3$ meV, but for these masses its height rises by no more than about 3\%.

These parameters lie in the rough regime of an interface between silicon carbide and its oxide. The gap, the doping and an oxide of 50 nm are ordinary for such devices, and $10^{11}$ cm$^{-2}$ is a plausible order for traps deep in the gap; near the band edges the density can be much higher. The emitter only 1 $\mu$m from the interface is a favourable choice, since holes in a lateral device may have farther to go. The least secure assumption is $c_n=c_p$. A charged trap attracts one carrier and not the other, and the hundredfold asymmetry considered above already moves the peak by 60 meV. The single level is the next: the uniform density considered above, which contains more traps in all, would carry 2.64 times the ideal current if $P$ were maintained at the surface. The loss of product on the hole path grows with the current, however, and reduces this factor to about 2.4.

On the axis of gate voltage the curve is also stretched. As the surface passes through the peak the traps go from nearly empty to nearly full, with $f_s=1/2$ at the peak itself. Across 50 nm of oxide with relative permittivity 4, their full charge corresponds to 0.23 V, several times the 68 meV width in surface potential. The depletion charge in the semiconductor changes as well and adds to the stretch. The width of a measured peak in gate volts is therefore not $w/q$. The condition $n=p$ at the maximum is unaffected, because it refers to the surface densities.

Temperature acts mainly through $P$. With the gap and the bias held fixed, and with $N_c$ and $N_v$ growing as $T^{3/2}$, heating to 450 K would raise $\sqrt P$ to $2.0\times10^{16}$ cm$^{-3}$, above the doping, so the assumed bulk electron density would no longer hold. Keeping $\sqrt P$ at its 300 K value requires the bias to be lowered to 2.25 V. If $c$ is also unchanged, the peak rate is then the same, while its width in surface potential grows in proportion to $kT$. Degeneracy and the offset of the geometric midgap are negligible here. A larger effect is left out of the model: the charged traps sit at random places, which makes the surface potential uneven by something like 20 mV. This is comparable with $kT/q$, so the measured peak, an average over the surface, would be lower and broader than the ideal one: a Gaussian spread of 20 mV at uniform $P$ reduces the height to 0.81 of the ideal value and widens the peak from 68 to 88 meV, and $n=p$ then holds only at the mean surface potential.

\section*{Numbers as computed}
\begin{verbatim}
gap 3.2 eV, temperature 300 K, bias 2.6 V
band densities Nc 2.0e+19, Nv 3.0e+19 cm^-3
doping 1.0e+16 cm^-3, traps 1.0e+11 cm^-2
capture coefficient 1.0e-09 cm^3/s
relative permittivity: semiconductor 10.0, oxide 4.0
oxide thickness 50 nm
hole mobility 100 cm2/Vs
tunnelling mass 0.4 electron masses
thermal energy 25.852 meV
intrinsic density 3.238e-08 cm^-3
density product P 4.996e+28 cm^-6
n = p at peak 2.235e+14 cm^-3
ni/sqrt(P) 1.45e-22
peak rate 1.118e+16 cm^-2 s^-1
peak current density 1.791 mA/cm^2
trap occupancy at peak 0.500
full width at half maximum 68.09 meV
width over kT 2.6339
shift -100 mV: n 4.67e+12, p 1.07e+16 cm^-3, U/Upeak 0.0418
shift -50 mV: n 3.23e+13, p 1.55e+15 cm^-3, U/Upeak 0.2832
shift +0 mV: n 2.24e+14, p 2.24e+14 cm^-3, U/Upeak 1.0000
shift +50 mV: n 1.55e+15, p 3.23e+13 cm^-3, U/Upeak 0.2832
shift +100 mV: n 1.07e+16, p 4.67e+12 cm^-3, U/Upeak 0.0418
trap response time at peak 2.237 us
trap response time at n = p = ni 7.72e+15 s
--- neglected effects ---
cn/cp = 100: peak shift -59.5 mV
cn/cp = 100: peak height factor 1.0000
cn/cp = 100: rate factor at n = p 0.1980
active window of uniform trap spectrum 2.6358 eV
bulk hole density 4.996e+12 cm^-3
neutral path 600 nm, whole path 1022 nm
product lost on hole path, at ideal rate 8.07 %
peak rate factor from hole supply 0.9605
band bending at peak 98.3 meV
surface field 0.0163 MV/cm
breakdown field (rough input) 2.5 MV/cm
surface field / breakdown field 0.0065
electron capture gain by tunnelling 21 %
tunnelling: peak factor 1.100, shift -2.5 mV
degeneracy correction at doping 0.0177 %
geometric midgap: relative rate change -6.2e-23
gate-voltage swing from trap charge 0.226 V
450 K: intrinsic density 5.420e+01 cm^-3
450 K: bias for the same sqrt(P) 2.253 V
450 K: sqrt(P) at unchanged bias 1.96e+16 cm^-3
\end{verbatim}
